# Lattice harmonics from a group-averaged projector and pivoted orthonormalisation

An electron on a metal ion surrounded by six ligands feels a potential that is nearly spherical close to the nucleus and takes on the shape of the surroundings further out. Expanded in spherical harmonics, this potential has $2l+1$ coefficients for each degree $l$, or 169 up to $l=12$. At a site of high symmetry most of them vanish and others are tied together; at a site with no symmetry all of them survive. The task is to find, for any site group, an orthonormal set of angular functions that carries all the surviving freedom and nothing else. These functions are the lattice harmonics, here meaning those left unchanged by every operation of the site group.

## The naive scheme and its first failure

A direct attempt takes each harmonic, averages it over the symmetry operations one has at hand, and keeps what survives. To see what this does, fix the functions and the action.

Let $S_{lm}$ be real orthonormal spherical harmonics on the unit sphere, proportional to $\cos m\varphi$ for $m>0$ and to $\sin|m|\varphi$ for $m<0$, without the Condon–Shortley sign. An orthogonal matrix $g$ acts on a function by $(gf)(\mathbf r)=f(g^{-1}\mathbf r)$. Since $g$ preserves both $r$ and the Laplacian, it keeps the degree $l$:

$$S_{lm}(g^{-1}\mathbf r)=\sum_{m'}S_{lm'}(\mathbf r)\,D^l_{m'm}(g).$$

If $f=\sum_m c_mS_{lm}$, then $gf$ has coefficients $D^l(g)c$, so $f$ is invariant under $g$ when $D^l(g)c=c$.

Take a site with a fourfold axis along $z$ and average over the identity $E$ and the quarter turn $C_4$, at $l=4$. A turn by $\theta$ replaces $\varphi$ by $\varphi-\theta$, so the pair $\cos m\varphi,\sin m\varphi$ is rotated by the angle $m\theta$. For $\theta=90^\circ$, $D$ is $+1$ on $m=0,\pm4$, is $-1$ on $m=\pm2$, and is a quarter turn on the pairs $|m|=1$ and $|m|=3$. The average $B=(1+D)/2$ therefore has trace

$$\mathrm{Tr}\,B=\tfrac12\left[9+(1+0-2+0+2)\right]=5.$$

The invariant functions number three, namely $m=0,\pm4$. The excess comes from the odd pairs, which $B$ neither keeps nor removes. Indeed

$$B^2-B=\tfrac14(1+2D+D^2)-\tfrac12(1+D)=\tfrac14(D^2-1),$$

which is $-\tfrac12$ on the odd pairs, where $D^2=-1$. The trace is an integer and looks like a dimension, but $B$ is not a projector.

## Closing the group cures the average

The missing operations are products of those already present. One starts from the identity and multiplies every element found by every generator until nothing new appears, comparing matrices within a rounding tolerance. A limit on the number of elements catches generators that do not close, such as a rotation by an irrational fraction of a turn. The finite closed set also contains inverses, because the powers of each element must repeat.

For the resulting group $G$ of order $|G|$, define

$$P=\frac1{|G|}\sum_{g\in G}D^l(g).$$

Acting with $h$ and then $g$ gives $f(h^{-1}g^{-1}\mathbf r)=f((gh)^{-1}\mathbf r)$, so $D(g)D(h)=D(gh)$. Multiplication by a fixed $h$ merely reorders $G$, hence

$$D(h)P=\frac1{|G|}\sum_gD(hg)=P .$$

Averaging this over $h$ gives $P^2=P$. An orthogonal change of variables preserves integrals over the sphere, so $D(g)$ is orthogonal and $D(g)^T=D(g^{-1})$. Summing over inverses is again a reordering, so $P^T=P$. Thus $P$ is an orthogonal projector. If $c$ is invariant, $Pc=c$; conversely, if $c=Pa$, then $D(h)c=c$ for every $h$. The range of $P$ is the space of invariant functions of degree $l$.

## Building the real matrices

For a small turn $\delta$ about a unit vector $\mathbf n$, $R^{-1}\mathbf r=\mathbf r-\delta\,\mathbf n\times\mathbf r$. With $\mathbf L=-i\,\mathbf r\times\nabla$,

$$f(R^{-1}\mathbf r)=f-\delta\,(\mathbf n\times\mathbf r)\cdot\nabla f
=f-\delta\,\mathbf n\cdot(\mathbf r\times\nabla)f=f-i\delta\,\mathbf n\cdot\mathbf L f .$$

Repeating small turns gives $e^{-i\theta\,\mathbf n\cdot\mathbf L}$ for a finite angle. In the complex harmonics $Y_{lm}$ with the Condon–Shortley phase, $L_z$ is diagonal with entries $m$. The elements of $L_x=(L_++L_-)/2$ and $L_y=(L_+-L_-)/2i$ follow from

$$L_\pm Y_{lm}=\sqrt{l(l+1)-m(m\pm1)}\;Y_{l,m\pm1}.$$

The real functions are $S_{l0}=Y_{l0}$ and, for $m>0$,

$$S_{lm}=\frac{(-1)^mY_{lm}+Y_{l,-m}}{\sqrt2},\qquad
S_{l,-m}=\frac{(-1)^mY_{lm}-Y_{l,-m}}{i\sqrt2}.$$

Because $Y_{l,-m}=(-1)^mY_{lm}^*$, these are $\sqrt2$ times the real and imaginary parts of $(-1)^mY_{lm}$. Collect the coefficients in the unitary matrix $U$, one column per real function, and set $M_k=-iU^\dagger L_kU$. This matrix is real, since $-iL_k=-(\mathbf r\times\nabla)_k$ is a real operator acting on real functions. It is antisymmetric, since $L_k$ is Hermitian. For a proper rotation,

$$D^l(R)=\exp\left[\theta\,(n_xM_x+n_yM_y+n_zM_z)\right].$$

The angle follows from $\cos\theta=(\mathrm{Tr}\,R-1)/2$. For $0<\theta<\pi$ the axis comes from the antisymmetric part of $R$: $n_z=(R_{yx}-R_{xy})/(2\sin\theta)$ and cyclically. At $\theta=\pi$ this part vanishes, but $R=2\mathbf n\mathbf n^T-1$, so any nonzero column of $R+1$ gives the axis; its sign is immaterial for a half turn.

If $\det g=-1$, write $g=-R$ with $R$ proper. Degree-$l$ harmonics have parity $(-1)^l$, so $D^l(g)=(-1)^lD^l(R)$.

## Counting before constructing

The eigenvalues of a projector are 0 and 1, so its rank $n_l$ is its trace. A turn about $z$ contributes $1$ from $m=0$ and $2\cos m\theta$ from each pair. A turn by the same angle about another axis is related to it by $D(Q)\cdots D(Q)^T$ and has the same trace. Therefore

$$n_l=\frac1{|G|}\sum_g\chi^l(g),\qquad
\chi^l(R)=1+2\sum_{m=1}^l\cos m\theta,$$

with the factor $(-1)^l$ for $g=-R$. This count needs no matrix $D$, and it must agree with $\mathrm{Tr}\,P$. As the two-element list showed, an integer trace does not replace the condition $P^2=P$.

For the cubic group $O_h$ at $l=4$, the 24 proper rotations are the identity ($\chi=9$), eight threefold turns ($\chi=0$), six quarter turns ($\chi=1$) and nine half turns ($\chi=1$). Inversion repeats the same values for even $l$, so $n_4=(9+0+6+9)/24=1$.

Polynomials give a second count. Homogeneous polynomials of degree $l$ split into harmonic ones and $r^2$ times those of degree $l-2$. The two parts meet only in zero: on the sphere the second contains harmonics of degrees up to $l-2$, by induction, and these are orthogonal to degree $l$. The dimensions agree as well, since $\tfrac12(l+1)(l+2)-\tfrac12l(l-1)=2l+1$. Because $r^2$ is invariant, $n_l$ is the number of invariant polynomials of degree $l$ minus the number of degree $l-2$.

The group $O_h$ consists of all permutations and sign changes of $x,y,z$. Its invariant polynomials are the symmetric polynomials in $x^2,y^2,z^2$, freely generated by one polynomial each of degrees 2, 4 and 6. Removing the degree-2 generator by the subtraction leaves

$$\sum_l n_lt^l=\frac1{(1-t^4)(1-t^6)}=1+t^4+t^6+t^8+t^{10}+2t^{12}+\cdots$$

The first double entry is at $l=12$, because $12=4+4+4=6+6$.

## The second failure: too many columns

The columns of $P$ are the averaged harmonics. There are $2l+1$ of them, but they span only $n_l$ dimensions. Orthonormalising them in a fixed order requires deciding whether a small remainder is a new function or rounding noise. The projector property removes that decision.

Choose the column $j$ with the largest diagonal entry $P_{jj}$. Its squared length is $(P^TP)_{jj}=P_{jj}$, so

$$v=\frac{P_{\cdot j}}{\sqrt{P_{jj}}},\qquad P'=P-vv^T,$$

where $v$ is a unit vector in the range. Since $Pv=v$,

$$P'^2=P^2-Pvv^T-vv^TP+vv^T=P-vv^T=P' .$$

The remainder is a projector of rank one less, and the step is repeated until $n_l$ vectors have been found. When $s$ vectors remain, the diagonal entries sum to $s$, so the largest is at least $s/(2l+1)$. The division is safe for the moderate degrees used here.

The chosen basis is also sparse in a definite way. The new diagonal entry is $P'_{jj}=P_{jj}-P_{jj}^2/P_{jj}=0$. It equals the squared length of column $j$ of $P'$, so that whole column vanishes. Every later harmonic therefore has no component on an earlier pivot.

**The cubic harmonic at $l=4$.** The fourfold axis leaves $m=0,\pm4$, and the mirror $y\to-y$ removes the sine. With $N=\sqrt{9/4\pi}$, on the unit sphere,

$$S_{40}=\tfrac N8(35z^4-30z^2+3),\qquad
S_{44}=\tfrac{N\sqrt{35}}8(x^4-6x^2y^2+y^4).$$

An invariant $aS_{40}+bS_{44}$ must have equal values on the $z$ and $x$ axes: $8a=3a+\sqrt{35}\,b$, or $b=a\sqrt{5/7}$. Normalisation gives $a^2=7/12$ and $b^2=5/12$. The count $n_4=1$ guarantees that this one candidate is indeed invariant. Its projector has entries $P_{00}=7/12=0.5833$, $P_{04}=\sqrt{35}/12=0.4930$ and $P_{44}=5/12=0.4167$. The pivot is $m=0$, and dividing its column by $\sqrt{0.5833}=0.7638$ returns

$$K_4=0.7638\,S_{40}+0.6455\,S_{44}.$$

**A two-dimensional range.** At $l=12$, numerical averaging over the 48 matrices followed by the same procedure gives

$$\begin{aligned}
K_{12,1}&=0.2759\,S_{12,0}-0.3885\,S_{12,4}+0.8783\,S_{12,8}+0.0382\,S_{12,12},\\
K_{12,2}&=0.6384\,S_{12,0}+0.5101\,S_{12,4}+0.5764\,S_{12,12}.
\end{aligned}$$

The first pivot is $m=8$, with $P_{88}=0.8783^2=0.771$, far above the guaranteed $2/25$. The second function has no $m=8$ part, as derived. Any rotation of this pair within its plane is an equally valid basis; the pivot rule fixes a reproducible choice here, because the largest diagonal entry is unique at each step. When entries tie, a fixed order of the columns must break the tie.

## The third failure: the wrong frame

The group and the harmonics must use the same Cartesian axes. If the columns of $A$ are the lattice vectors and an operation sends fractional coordinates $u$ to $Wu$, then $\mathbf r=Au$ gives $g=AWA^{-1}$. For the site group one uses those space-group operations that return the site to itself up to a lattice vector, and keeps their matrix parts.

If the group is turned to $QGQ^T$, the product rule gives $P'=D(Q)PD(Q)^T$. The dimension is unchanged, so a count cannot reveal a wrong orientation.

Consider $O_h$ with the new $z$ axis along $[111]$ and the new $x$ axis along $[11\bar2]$. The threefold axis and the mirror containing these two axes leave $S_{40}$ and $S_{43}$. At the pole only $S_{40}$ is nonzero, with value $N$, so its coefficient is the old $K_4$ evaluated along $[111]$ and divided by $N$. There $x^2=y^2=z^2=1/3$, and

$$-\frac7{18}\sqrt{\frac7{12}}-\frac{\sqrt{35}}{18}\sqrt{\frac5{12}}
=-\frac{12}{18}\sqrt{\frac7{12}}=-\sqrt{\frac7{27}} .$$

Normalisation leaves $\sqrt{20/27}$ for the magnitude on $S_{43}$, which is now the pivot. With the pivot component made positive, the numerical projector gives $0.5092\,S_{40}+0.8607\,S_{43}$. A half turn about the new $z$ axis would reverse the relative sign.

## A trigonal ligand field

Place six charges $-e$ at $R=2.0$ Å from the ion. Three have polar angle $60^\circ$ and azimuths $0^\circ,120^\circ,240^\circ$; the others are their inversion images. These are chosen model parameters. The model omits covalency, ligand polarisation and the rest of the crystal.

The symmetry of this shell can be found by search. Put three independent ligand directions in the columns of $T$, and any ordered triple of ligand directions in those of $T'$. The map between them is $g=T'T^{-1}$. Of the $6\cdot5\cdot4=120$ candidates, those that are orthogonal and permute the whole shell form the group. There are 12, the group $D_{3d}$. At the octahedral angle $\arccos(1/\sqrt3)\approx54.7^\circ$ there are 48. In a crystal, more distant atoms may lower the symmetry, so a shell search can return too large a group.

With $k=e^2/4\pi\varepsilon_0=14.40$ eV Å, the electron's energy is $V=k\sum_i1/|\mathbf r-R\mathbf n_i|$, positive because like charges repel. For $r<R$, the Legendre expansion and the addition theorem give

$$V=k\sum_l\frac{4\pi}{2l+1}\frac{r^l}{R^{l+1}}\sum_mS_{lm}(\hat{\mathbf r})\,q_{lm},
\qquad q_{lm}=\sum_iS_{lm}(\mathbf n_i).$$

The definition of $D$ with $g$ replaced by $g^{-1}$, together with orthogonality, gives $S_{lm}(g\mathbf n)=\sum_{m'}D_{mm'}(g)S_{lm'}(\mathbf n)$. Summing over ligands, which $g$ permutes, yields $D(g)q=q$. Hence $q$ lies in the range of $P$, and the sum over $m$ can be replaced by one over lattice harmonics:

$$V=\sum_{l,a}B_{la}\,r^lK_{la}(\hat{\mathbf r}),\qquad
B_{la}=\frac{4\pi k}{(2l+1)R^{l+1}}\sum_iK_{la}(\mathbf n_i).$$

For $D_{3d}$ the nonzero dimensions at $l=0,2,4,\ldots,12$ are $1,1,2,3,3,4,5$: 19 coefficients instead of 169. Through $l=4$ the functions are $S_{00}$, $S_{20}$, $S_{40}$ and $S_{43}$. All six ligands contribute equally to each, so with Legendre polynomials $P_l(\cos\theta)$,

$$B_{l0}=\frac{6k}{R^{l+1}}\sqrt{\frac{4\pi}{2l+1}}\,P_l(\cos60^\circ).$$

Here $P_2(\tfrac12)=-0.125$ and $P_4(\tfrac12)=-0.2891$. For $S_{43}=N\sqrt{35/8}\,\sin^3\theta\cos\theta\cos3\varphi$, the Legendre factor is replaced by $\sqrt{35/8}\,(0.6495)(0.5)=0.6793$. The results are

- $B_{00}=153.1$ eV,
- $B_{20}=-2.140$ eV/Å$^2$,
- $B_{40}=-0.922$ eV/Å$^4$,
- $B_{43}=2.167$ eV/Å$^4$.

The ligands lie closer to the equatorial plane than in a regular octahedron, and the $l=2$ term accordingly lowers the energy along $z$. At the octahedral angle $P_2=0$ and this term disappears. The two $l=4$ coefficients then lock into the ratio $B_{40}/B_{43}=-\sqrt{7/20}=-0.592$, against $-0.426$ here. The sign differs from that of the cubic harmonic above because the upper ligands now lie at azimuth $0^\circ$ instead of $180^\circ$. Within a $d$ shell, products of two orbitals contain only even degrees up to 4, so three coefficients beyond the constant describe this trigonal field, and one describes the cubic limit.

At $r=0.6$ Å along $(1,2,3)$, the direct Coulomb sum is 42.9110 eV. The constant term is $6k/R=43.1989$ eV, so the remainder is $-0.288$ eV. Stopping at $l=4$ leaves an error of 1.6 meV, about 0.6% of that remainder. With all 19 functions through $l=12$, the error is $1.8\times10^{-7}$ eV. Since $|P_l|\le1$ and inversion removes odd degrees, the truncation error after an even degree $L$ is at most

$$\frac{6k}{R}\sum_{l=L+2,L+4,\ldots}\left(\frac rR\right)^l
=\frac{6k}{R}\frac{(r/R)^{L+2}}{1-(r/R)^2}.$$

For $L=12$ this is $2.3\times10^{-6}$ eV. The bound grows without limit as $r\to R$. For $r>R$ the factor $(r/R)^l$ grows exponentially while the Legendre polynomials decay only as a power of $l$, so this expansion diverges in general.

Finally, turn the group, but not the ligands, by $30^\circ$ about $z$. Then $\cos3\varphi$ becomes $\cos(3\varphi-90^\circ)=\sin3\varphi$, and the projector admits $S_{4,-3}$ in place of $S_{43}$. The fraction of the squared $l=4$ field coefficients discarded is

$$\frac{B_{43}^2}{B_{40}^2+B_{43}^2}=\frac{2.167^2}{0.922^2+2.167^2}=0.847 .$$

The projector is still idempotent and its rank is still two. What exposes the error is the physical condition $Pq=q$ at $l=4$, which compares the group with the atoms it is meant to describe. At $l=2$ the condition still holds, because $S_{20}$ is unchanged by any turn about $z$; it should therefore be tested at every degree used.

Numbers in the example were calculated in double precision.
